# Normal Incidence on p-n Steps in Monolayer and Bilayer Graphene

An electron 0.08 eV above the neutrality point of an n-type graphene sheet runs straight into a potential step of 0.20 eV. In the monolayer model it passes with probability 1. In the bilayer model it passes with probability 0, although the p side holds propagating states at its energy, with a hole density of $4.5\times10^{12}\ \mathrm{cm^{-2}}$. Energy and the momentum along the step would both allow the passage, so something else must forbid it.

The reason is a quantity that the step cannot change. In the monolayer this quantity is the direction of motion. In the bilayer it is a symmetry label that tells the low conduction band from the low valence band.

## The model

The electron potential energy $V(x)$ depends only on the coordinate $x$ normal to the step. It varies slowly on the scale of the lattice, so that one valley can be treated alone, and it is the same on both layers of the bilayer, which is what "unbiased" means here. Normal incidence means $k_y=0$. I write $p=-i\hbar\,d/dx$ and $\varepsilon(x)=E-V(x)$, the energy measured from local neutrality. On the n side $V=0$ and $\varepsilon_1=0.08$ eV. On the p side $V=0.20$ eV and $\varepsilon_2=-0.12$ eV. The velocity is $v=10^6$ m/s, so $\hbar v=0.658$ eV nm.

## Monolayer: the direction of motion is conserved

With amplitudes $A$ and $B$ on the two sublattices, the Dirac equation at $k_y=0$ reads

$$vp\,B=\varepsilon A,\qquad vp\,A=\varepsilon B .$$

Adding and subtracting these equations gives, for $\chi_\pm=(A\pm B)/\sqrt2$,

$$\pm vp\,\chi_\pm=\varepsilon\,\chi_\pm
\quad\Rightarrow\quad
\chi_\pm(x)=\chi_\pm(0)\exp\!\left[\pm\frac{i}{\hbar v}\int_0^x\varepsilon(x')\,dx'\right].$$

The potential alters the phases and leaves both moduli constant. The Hamiltonian is $v\sigma_xp+V$, so the velocity operator is $i[H,x]/\hbar=v\sigma_x$. Hence $\chi_+$ moves to the right and $\chi_-$ to the left, whatever the sign of $\varepsilon$. Nothing arrives from the far right, so $\chi_-=0$ there, and therefore everywhere. There is no reflected wave, and $T=1$ for any profile $V(x)$.

On entering the p side, $\varepsilon$ changes sign and so does the wave number $k=\varepsilon/\hbar v$ of $\chi_+$. The velocity does not. The electron continues as a valence-band state that still moves to the right.

## Bilayer: the band is conserved

In Bernal stacking, atom B1 of the first layer lies directly under atom A2 of the second, and the two are coupled by $\gamma_1=0.39$ eV. At $k_y=0$ the four amplitudes obey

$$vp\,B_1=\varepsilon A_1,\qquad vp\,A_1+\gamma_1A_2=\varepsilon B_1,$$
$$vp\,B_2+\gamma_1B_1=\varepsilon A_2,\qquad vp\,A_2=\varepsilon B_2 .$$

Exchanging $A_1\leftrightarrow B_2$ and $B_1\leftrightarrow A_2$ turns this set into itself. The even and odd combinations

$$a_\pm=\frac{A_1\pm B_2}{\sqrt2},\qquad b_\pm=\frac{B_1\pm A_2}{\sqrt2}$$

therefore separate. The first equation plus or minus the fourth gives $vp\,b_\pm=\varepsilon a_\pm$. In the second plus or minus the third, the coupling term is $\gamma_1(A_2\pm B_1)/\sqrt2=\pm\gamma_1b_\pm$. Thus

$$vp\,b_\pm=\varepsilon\,a_\pm,\qquad vp\,a_\pm=(\varepsilon\mp\gamma_1)\,b_\pm .$$

No step of this used a constant $V$, so the two sectors stay separate for every profile. Where $V$ is constant, a plane wave has

$$(\hbar vk)^2=\varepsilon(\varepsilon\mp\gamma_1).$$

In the odd sector (lower sign) the right-hand side is $\varepsilon(\varepsilon+\gamma_1)$. It is positive for $\varepsilon>0$, the low conduction band, and for $\varepsilon<-\gamma_1$, a split-off valence band. Between them lies a gap of width $\gamma_1$. The even sector is the mirror image: it holds the low valence band, $\varepsilon<0$, and a split-off conduction band, $\varepsilon>\gamma_1$. The bilayer as a whole has no gap because the low bands of the two sectors touch at $\varepsilon=0$. Each sector by itself has one.

The incident electron, with $0<\varepsilon_1<\gamma_1$, is odd. The holes waiting on the p side, with $-\gamma_1<\varepsilon_2<0$, are even. The electron enters the gap of its own sector and decays there with

$$\kappa=\frac{\sqrt{|\varepsilon_2|(\gamma_1-|\varepsilon_2|)}}{\hbar v}
=\frac{\sqrt{0.12\times0.27}\ \mathrm{eV}}{0.6582\ \mathrm{eV\,nm}}=0.2735\ \mathrm{nm^{-1}},$$

an amplitude decay length of 3.7 nm.

Total reflection follows from the current. In the odd sector (subscripts dropped) the equations read $a'=i(\varepsilon+\gamma_1)b/\hbar v$ and $b'=i\varepsilon a/\hbar v$, so that

$$(a^*b)'=\frac{i}{\hbar v}\left[\varepsilon|a|^2-(\varepsilon+\gamma_1)|b|^2\right].$$

This is purely imaginary, and the current $j=2v\,\mathrm{Re}(a^*b)$ is the same at every $x$. Deep in a long p region the wave has died out and $j=0$. Hence $j=0$ on the n side too, and the reflected current equals the incident one: $R=1$.

Sharpness plays no part in either result. Both were tested with twelve slabs, each 0.8 nm thick, inserted at the step with random potentials between −0.1 and 0.3 eV. Solving the full equations without separating sectors gave $T$ within $10^{-8}$ of 1 for the monolayer and below $10^{-8}$ for the bilayer.

## The low-energy limit and the pseudospin picture

For $|\varepsilon|\ll\gamma_1$ the second odd equation becomes $vp\,a\approx\gamma_1b$. Inserting $b=vp\,a/\gamma_1$ into the first gives

$$\frac{p^2}{2m}\,a=(E-V)\,a,\qquad m=\frac{\gamma_1}{2v^2}=0.034\ \text{electron masses}.$$

The odd electron is then an ordinary massive particle facing a wall higher than its energy. The even sector obeys the same equation with $-p^2/2m$: for those states the p side is open and the n side is the wall. This limit gives $\kappa=\sqrt{\gamma_1|\varepsilon_2|}/\hbar v=0.329\ \mathrm{nm^{-1}}$, which is 20% above the four-band value, because $|\varepsilon_2|/\gamma_1=0.31$ is not very small.

The contrast also shows in the squared overlaps of the incident spinor with the possible final ones:

- In the monolayer the overlap is 0 with the reflected electron and 1 with the transmitted hole.
- In the bilayer it is 0.50 with the reflected electron and 0 with the transmitted hole.

The zeros mark the forbidden channel. The value 0.50 is not a reflection probability, since $R=1$. The overlaps illustrate the result, while the conserved label and the current prove it.

## When the wall opens

Two conditions on the p side entered the bilayer result: the p region is long, and $|\varepsilon_2|<\gamma_1$. Both can be relaxed within the same model.

For a sharp step, $a$ and $b$ are continuous. A plane wave has $b/a=z$ with $z=\varepsilon/\hbar vk$, and its reflected partner has $b/a=-z$. With amplitudes 1, $r$ and $t$ for the incident, reflected and transmitted waves,

$$1+r=t,\qquad z_1(1-r)=z_2t\quad\Rightarrow\quad r=\frac{z_1-z_2}{z_1+z_2},\quad t=\frac{2z_1}{z_1+z_2}.$$

Here $z_1=\sqrt{0.08/0.47}=0.413$. In the gap $k=i\kappa$, so $z_2=i\zeta$ with $\zeta=|\varepsilon_2|/\hbar v\kappa=\sqrt{0.12/0.27}=0.667$. Numerator and denominator of $r$ are then complex conjugates, and $|r|=1$ again.

**A higher step.** If the step is raised to 0.60 eV, $\varepsilon_2=-0.52$ eV lies in the split-off valence band, which is odd. The outgoing wave must carry positive current $2vz_2|t|^2$, so its $k$ is negative and $z_2=\sqrt{0.52/0.13}=2$. The ratio of transmitted to incident current is

$$T=\frac{z_2|t|^2}{z_1}=\frac{4z_1z_2}{(z_1+z_2)^2}=\frac{4\times0.413\times2}{(2.413)^2}=0.57 .$$

Perfect reflection therefore ends when the step puts the electron more than $\gamma_1$ below the neutrality point of the p side.

**A finite p strip.** Let the p region fill $0<x<d$, with n material on both sides. Inside it,

$$a=Ce^{-\kappa x}+De^{\kappa x},\qquad b=i\zeta\left(Ce^{-\kappa x}-De^{\kappa x}\right).$$

At $x=d$ the outgoing wave demands $a=t$, $b=z_1t$. With $\rho=z_1/\zeta$ this gives $C=\tfrac t2(1-i\rho)e^{\kappa d}$ and $D=\tfrac t2(1+i\rho)e^{-\kappa d}$. At $x=0$ one then has

$$a(0)=t(\cosh\kappa d-i\rho\sinh\kappa d),\qquad b(0)=t(z_1\cosh\kappa d+i\zeta\sinh\kappa d).$$

On the incident side $1+r=a(0)$ and $1-r=b(0)/z_1$. Their sum eliminates $r$:

$$2=t\left[2\cosh\kappa d-i\left(\rho-\frac1\rho\right)\sinh\kappa d\right].$$

Taking the squared modulus, with $\cosh^2=1+\sinh^2$ and $1+\tfrac14(\rho-1/\rho)^2=\tfrac14(\rho+1/\rho)^2$,

$$T=|t|^2=\left[1+\tfrac14\left(\rho+\tfrac1\rho\right)^2\sinh^2\kappa d\right]^{-1}.$$

With $\rho=0.619$ the prefactor of $\sinh^2$ is 1.25. For $d=10$ nm, $\kappa d=2.735$ and $\sinh\kappa d=7.67$, so $T=1/(1+1.25\times58.8)=0.013$. A 5 nm strip passes 0.19 and a 20 nm strip $5.7\times10^{-5}$. The monolayer passes everything at each of these widths.

## What breaks the symmetry

The exchange is a symmetry of the crystal itself for suitable steps. Take $x$ along a shortest in-plane lattice vector, which is perpendicular to one set of bonds, and rotate the bilayer by half a turn about an axis parallel to $x$ through the middle of a B1–A2 pair. The layers change places, $y$ becomes $-y$, and the atoms map as $B_1\leftrightarrow A_2$, $A_1\leftrightarrow B_2$. A potential $V(x)$ common to both layers is unchanged. The rotation shows what spoils perfect reflection.

**Oblique incidence.** The rotation reverses $k_y$, so a nonzero $k_y$ couples the sectors. To leading order the coupling amplitude is linear in $k_y$ and $T$ is quadratic. As a test, the values of $T$ at 2° and 1° have a ratio within 0.1 of 4. For the sharp step the bilayer passes 0.036 at 5°, 0.13 at 10° and 0.44 at 30°; the monolayer passes 0.995, 0.98 and 0.82.

**Interlayer bias.** A potential difference between the layers changes sign under the rotation. With 20 meV of the same sign on both sides of the step, $T=0.039$ at $k_y=0$. With opposite signs, $T=0.0029$. The difference is computed for these Fermi levels and is not a general rule. For equal signs the leakage is quadratic at small bias: the ratio of $T$ at 4 and 2 meV is within 0.2 of 4.

**Skew hopping.** Real bilayers also have the couplings $\gamma_3$ (A1–B2) and $\gamma_4$ (A1–A2 and B1–B2), taken here as 0.38 and 0.14 eV. If the step normal lies along a shortest lattice vector, the rotation remains a symmetry and $T$ vanishes to rounding. Turning the normal by an angle $\theta$ replaces $p$ by $pe^{\pm i\theta}$ in the matrix elements. Redefining the phases of $A_1$ and $B_2$ removes these factors everywhere except in the $\gamma_3$ term, which keeps $e^{3i\theta}$. At $\theta=30°$, with the normal along a bond, this factor is $i$; the term is then odd under the exchange, and $T=0.042$ at $k_y=0$.

The reflection is displaced rather than lost. In this valley $T$ has a sharp minimum near $k_y=-0.027\ \mathrm{nm^{-1}}$: it is $4\times10^{-10}$ on a grid of spacing $0.001\ \mathrm{nm^{-1}}$ and falls below $10^{-17}$ when $k_y$ is refined. That it is exactly zero is not proved here. Time reversal maps this valley at $k_y$ onto the other at $-k_y$ with the direction of travel reversed. With one open channel on each side, current conservation makes $T$ equal in both directions, so the other valley has its minimum at $+0.027\ \mathrm{nm^{-1}}$.

**The lattice.** With the step normal along a shortest lattice vector, scattering between the valleys requires a momentum transfer of about $17\ \mathrm{nm^{-1}}$ (in units of $\hbar$). For $V=\tfrac12V_0[1+\tanh(x/w)]$ with $V_0$ the step height and $w=1$ nm, the first-order amplitude for scattering between them is about $10^{-10}$ of its value for an abrupt step. A direct calculation on the honeycomb lattice, with the same $w$, the normal along a bond and $\gamma_3=\gamma_4=0$, gives $T$ within $10^{-4}$ of 1 for the monolayer and $T=3\times10^{-4}$ for the bilayer. In that direction the valleys differ in the conserved momentum along the step, so scattering between them is ruled out and cannot explain the small bilayer residue. The continuum model does not contain this residue, and its cause was not tested here.

## Reading the result for a gated junction

The parameters are rough typical values for graphene, and the densities, $2.8\times10^{12}$ and $4.5\times10^{12}\ \mathrm{cm^{-2}}$, are within reach of ordinary gates. The sharp step is an idealization, because the field of a gate spreads sideways over a distance comparable to its separation from the sheet. Width does not affect the exact results $T=1$ and $T=0$ at $k_y=0$, but it does affect oblique carriers and the leakage values. Gating from one side also creates an interlayer bias, which a second gate can cancel. Because the gate field reverses between the n and p regions, this bias has opposite signs on the two sides. That is the case with $T=0.0029$ at 20 meV above; a bias of equal signs, which needs gates on both faces, gives 0.039. At these densities a screened electrostatic estimate with vacuum permittivity between the layers puts the bias from one-sided gating at about 44 meV on the n side and 73 meV on the p side, for a layer spacing of 0.335 nm. A larger permittivity lowers both. The leakage depends on the signs and on the sizes of both biases, and larger biases need not leak more: at the sharp step, 44 meV on the n side with $-74$ meV on the p side gives only $T=4\times10^{-5}$, while the same magnitudes with equal signs give 0.28. These values of $T$ are illustrations and not estimates for a device.

Temperature acts similarly. At 300 K, $k_BT=25.9$ meV, and some carriers lie outside the window $0<E<0.20$ eV. Below it both sides offer even valence states, and above it both offer odd conduction states, so these carriers can pass. Weighted with $-\partial f/\partial E$, where $f$ is the Fermi function with its Fermi level at 0.08 eV, the mean normal-incidence transmission of the unbiased bilayer at a sharp step is 0.038.

Reflection at one angle does not switch a junction off. At fixed energy 0.08 eV, the transmission averaged uniformly over all incident $k_y$ is 0.27 for the bilayer and 0.75 for the monolayer at a sharp step. With $w=3$ nm the averages are 0.26 and 0.68. The ballistic conductance per unit width is proportional to this average times the incident wave number. For the sharp step that gives $0.267\times0.295=0.079\ \mathrm{nm^{-1}}$ for the bilayer and $0.747\times0.122=0.091\ \mathrm{nm^{-1}}$ for the monolayer. The bilayer junction thus conducts 13% less than the monolayer one. This difference is not a general one: it changes with the energy, the step height and the width. Widening the step lowers the monolayer's average faster than the bilayer's. For the tanh profile with $w=10$ nm, whose potential takes about 22 nm to rise from 10% to 90%, the bilayer conducts slightly better. The current also passes through different angles. At the sharp step most of the monolayer's current comes from within 30° of the normal, and most of the bilayer's from larger angles. In a wide step both currents crowd towards the normal, but the bilayer still passes nothing at exactly $k_y=0$. Disorder and electron–electron interaction, left out here, would mix the angles and blur the contrast by an amount this model cannot give.

## Table of computed values

```
velocity v = 1.0e+06 m/s; hbar v = 0.6582 eV nm
gamma1, gamma3, gamma4 = 0.39, 0.38, 0.14 eV
lattice constant = 0.246 nm; in-plane hopping = 3.090 eV
energy above n-side neutrality = 0.08 eV; step = 0.20 eV
energy from p-side neutrality = -0.12 eV
bilayer wave number, n side = 0.2946 1/nm
bilayer wave number, p side = 0.3758 1/nm
bilayer electron density, n side = 2.76e+12 cm^-2
bilayer hole density, p side = 4.50e+12 cm^-2
monolayer wave number, n side = 0.1215 1/nm
two-band mass = 0.0343 electron masses
decay constant, four-band = 0.2735 1/nm
decay constant, two-band = 0.3287 1/nm
amplitude decay length, four-band = 3.66 nm
component ratios z1 = 0.4126, |z2| = 0.6667
sharp step, monolayer: T = 1.0000000000
sharp step, bilayer: T = 2.5e-32 (rounding level)
overlap^2 monolayer: reflected 0.000, hole 1.000
overlap^2 bilayer: reflected 0.503, hole 0.000
bilayer p strip of 5 nm: T = 1.921e-01
bilayer p strip of 10 nm: T = 1.343e-02
bilayer p strip of 20 nm: T = 5.689e-05
bilayer, step raised to 0.60 eV: T = 0.5671
incidence 5 deg: T monolayer 0.9947, bilayer 0.0362
incidence 10 deg: T monolayer 0.9790, bilayer 0.1296
incidence 30 deg: T monolayer 0.8234, bilayer 0.4431
mean T over ky, sharp: monolayer 0.748, bilayer 0.267
smooth step: V0/2*(1+tanh(x/w)), w = 3 nm
mean T over ky, smooth: monolayer 0.681, bilayer 0.2568
kT at 300 K = 25.85 meV
bilayer thermal mean T at ky=0 = 0.0383
bias 20 meV, same sign on both sides: T = 3.92e-02
bias 20 meV, opposite signs: T = 2.87e-03
with gamma3, gamma4, step normal at 0 deg: T = 6.1e-31
with gamma3, gamma4, step normal at 30 deg: T = 4.20e-02
  smallest T on ky scan = 4.0e-10 at ky = -0.027 1/nm
valley separation = 17.03 1/nm
intervalley amplitude factor, w = 1 nm: 1.3e-10
lattice, w = 1 nm, monolayer: 1-T = 7.8e-05
lattice, w = 1 nm, bilayer: T = 3.3e-04
```
